# Matsubara truncation and bounds on the Eliashberg critical temperature, part 1

(Sections cited here and not found follow in the second part.)

## The critical temperature from the linearised Eliashberg kernel

The Eliashberg equations on the imaginary axis couple infinitely many Matsubara frequencies, and a computer keeps \(N\) positive ones. If the sums are simply cut, the sign of the error in \(T_c\) is unknown. For a single phonon of 10 meV with coupling \(\lambda=1.5\), where \(T_c=1.6915\) meV, cutting every sum at \(N=1,2,4,16\) gives 2.251, 1.977, 1.793 and 1.699 meV, all too high. Cutting only the pairing sum and keeping the mass renormalisation exact gives 1.125, 1.596, 1.682 and 1.6914 meV, all too low and rising. For vanishing Coulomb pseudopotential \(\mu^*\) the second behaviour is a theorem, and it lets a power iteration return temperatures that are guaranteed to lie below \(T_c\).

### The symmetric kernel

We use isotropic Migdal-Eliashberg theory with a flat, infinitely wide band. Units are \(\hbar=k_B=1\), with energies and temperatures in meV, the natural scale of phonons (1 meV is 11.6045 K). With \(\omega_n=\pi T(2n+1)\) and \(R_m=\sqrt{\omega_m^2+\Delta_m^2}\), the equations for the renormalisation \(Z_n\) and the gap \(\Delta_n\) are
\[ Z_n\omega_n=\omega_n+\pi T\sum_m\lambda(n-m)\frac{\omega_m}{R_m},\qquad Z_n\Delta_n=\pi T\sum_m[\lambda(n-m)-\mu^*]\frac{\Delta_m}{R_m}, \]
\[ \lambda(l)=\int_0^\infty\frac{2\omega\,\alpha^2F(\omega)}{\omega^2+(2\pi Tl)^2}\,d\omega . \]
We assume \(\alpha^2F\ge0\), not zero everywhere, with \(\lambda=\lambda(0)\) and \(\lambda\langle\omega^2\rangle=2\int\omega\,\alpha^2F\,d\omega\) finite. Then \(\lambda(l)\) is even and positive, and dropping \(\omega^2\) in the denominator gives
\[ \lambda(l)<g/l^2,\qquad g=\lambda\langle\omega^2\rangle/(2\pi T)^2 . \tag{1}\]
An Einstein mode of frequency \(\Omega\) has \(\lambda(l)=\lambda/(1+a^2l^2)\), \(a=2\pi T/\Omega\).

To first order in \(\Delta\), \(R_m=|\omega_m|\). Divide the first equation by \(\pi T\) and take \(n\ge0\). The terms \(m\ge0\) have \(l=n-m\) running from \(n\) down to \(-\infty\) and give \(\lambda(0)+\sum_1^n\lambda+\sum_1^\infty\lambda\). The terms \(m\le-1\) carry a minus sign, have \(l\ge n+1\), and give \(-\sum_{n+1}^\infty\lambda\). The infinite tails cancel:
\[ Z_n(2n+1)=D_n=2n+1+\lambda(0)+2\sum_{l=1}^n\lambda(l). \tag{2}\]
The infinite sum for \(Z_n\) is thus a finite one and needs no cutoff.

For an even gap, \(\Delta_{-n-1}=\Delta_n\), write negative \(m\) as \(-m'-1\), so that \(|2m+1|=2m'+1\) and \(n-m=n+m'+1\). With \(y_n=\Delta_n/(2n+1)\) the left side of the gap equation is \(D_ny_n\), and for \(n,m\ge0\)
\[ Dy=Ay,\qquad A_{nm}=\lambda(n-m)+\lambda(n+m+1)-2\mu^* . \]
Setting \(x=D^{1/2}y\) gives \(Sx=x\) with the symmetric matrix \(S=D^{-1/2}AD^{-1/2}\). Let \(S_N\) be its leading \(N\times N\) block, \(\rho_N(T)\) the largest eigenvalue of the block, and \(\rho_\infty\) the supremum of \(x^TSx\) over unit vectors. For a symmetric matrix the largest eigenvalue is the maximum of \(x^TSx/x^Tx\), and the maximisers are its eigenvectors. Since \(x^TSx-x^Tx=y^T(A-D)y\),
\[ \rho>1\iff y^TKy>0\ \text{for some }y,\qquad K=A-D. \tag{3}\]
When \(\rho>1\) a small gap grows under iteration of the gap equation, which is the mean-field instability of the normal state. We define
\[ T_{c,N}=\sup\{T:\rho_N(T)>1\},\qquad T_c=\sup\{T:\rho_\infty(T)>1\}. \]
This definition does not assume that \(\rho_N\) decreases with \(T\), which is not proved here. Until the last section \(\mu^*=0\).

### Three properties at zero \(\mu^*\)

*Positive entries.* Let \(v\) be a unit top eigenvector of \(S_N\) and \(|v|\) the vector of its moduli. All \(S_{nm}>0\), so \(|v|^TS_N|v|\ge v^TS_Nv=\rho_N\), and \(|v|\) is also a maximiser and an eigenvector. Then \(\rho_N|v_n|=\sum_mS_{nm}|v_m|>0\), so no component vanishes. If two components had opposite signs the inequality would be strict, which is impossible. Every top eigenvector therefore has one sign, and as two such vectors cannot be orthogonal, \(\rho_N\) is simple. Nor can \(-\rho_N\) be an eigenvalue: \(|v|^TS_N|v|=-v^TS_Nv\) would need \(v_nv_m\le0\) for all pairs, including \(n=m\). The same argument applied to the unfolded kernel makes its top eigenvector simple and positive, hence unchanged by \(n\to-n-1\), so restricting to even gaps loses nothing.

*No negative eigenvalues.* Use \(1/(1+b^2)=\int_0^\infty e^{-s}\cos(bs)\,ds\) and \(\cos(p-q)+\cos(p+q)=2\cos p\cos q\) with \(p=(n+\tfrac12)as\), \(q=(m+\tfrac12)as\). For one mode,
\[ y^TAy=2\lambda\int_0^\infty e^{-s}\Big[\sum_ny_n\cos\big((n+\tfrac12)as\big)\Big]^2ds\ge0 . \]
A general spectrum is a superposition of modes with weight \(2\alpha^2F/\omega\ge0\), so \(A\) and \(S\) are positive semidefinite.

*Finite sum of squares.* Use \((p+q)^2\le2p^2+2q^2\) in the numerator of \(S_{nm}^2\), and \(1/(D_nD_m)\le\tfrac12(D_n^{-2}+D_m^{-2})\), whose two halves contribute equally by symmetry. For fixed \(n\), the numbers \(n-m\) and \(n+m+1\) with \(m\ge0\) cover every integer once. With \(D_n\ge2n+1\),
\[ \sum_{n,m}S_{nm}^2\le2\sum_n\frac1{(2n+1)^2}\sum_{l=-\infty}^\infty\lambda(l)^2<\infty \]
by (1). The root sum of squares \(\epsilon_N\) of the entries outside the block therefore tends to zero. By the Cauchy-Schwarz inequality those entries contribute at most \(\epsilon_N\) to \(x^TSx\) for a unit \(x\), so \(\rho_\infty\le\rho_N+\epsilon_N\). This proves convergence but is a poor estimate: in the example, within a matrix of size 256, \(\epsilon_N\) is 0.388, 0.212 and 0.099 for \(N=4,16,64\). These values omit the rows beyond 256 and are too low; size 2000 raises the last one to 0.112.

### Nested blocks and the bounds on \(T_c\)

Because \(D_n\) does not depend on \(N\), \(S_N\) is a block of \(S_{N+1}\). Let \(x>0\) be the unit top eigenvector of \(S_N\). Restrict the quotient for \(S_{N+1}\) to the plane spanned by \((x,0)\) and the new unit vector \(e_N\). There the matrix has diagonal \(\rho_N\) and \(s=S_{NN}\) and off-diagonal \(\beta=\sum_{m<N}S_{Nm}x_m\). Its larger eigenvalue is \(\tfrac12[\rho_N+s+\sqrt{d^2+4\beta^2}]\) with \(d=\rho_N-s\). A maximum over a plane cannot exceed the full maximum. Subtracting \(\rho_N\) leaves \(\tfrac12[\sqrt{d^2+4\beta^2}-d]\), and multiplying above and below by \(\sqrt{d^2+4\beta^2}+d\) gives
\[ \rho_{N+1}-\rho_N\ge\frac{2\beta^2}{d+\sqrt{d^2+4\beta^2}}>0, \tag{4}\]
strictly, because \(\beta\) is a sum of positive terms. Padding with zeros likewise gives \(\rho_N\le\rho_\infty\), so \(\rho_N\) rises strictly to \(\rho_\infty\).

An upper bracket follows from (3). The off-diagonal entries of \(K\) are positive, and \(y_ny_m\le\tfrac12(y_n^2+y_m^2)\) with symmetry gives \(y^TKy\le\sum_ny_n^2\sum_mK_{nm}\). A full row of \(A\) sums to \(\lambda(0)+2\sum_1^\infty\lambda\), and a row of a finite block to less. Subtracting (2), then using (1) and \(\sum l^{-2}=\pi^2/6\),
\[ \sum_mK_{nm}\le2\sum_{l>n}\lambda(l)-(2n+1)\le2\sum_{l\ge1}\lambda(l)-1<\frac{\pi^2g}3-1=\frac{\lambda\langle\omega^2\rangle}{12T^2}-1 . \]
Hence \(\rho_N<1\) and \(\rho_\infty\le1\) for \(T\ge T_{\rm hi}=\sqrt{\lambda\langle\omega^2\rangle/12}\).

As \(T\to0\) at fixed \(N\), each \(\lambda(l)\to\lambda\), so \(A_{nm}\to2\lambda\) and \(D_n\to(2n+1)(1+\lambda)\). The limit has the form \(ww^T\), whose one nonzero eigenvalue is \(w^Tw\):
\[ \rho_N(T\to0)=\frac{2\lambda}{1+\lambda}\sum_{n<N}\frac1{2n+1}. \tag{5}\]
The sum diverges logarithmically, so for any \(\lambda>0\) some \(N\) makes this exceed 1 and \(T_{c,N}\) exists. This is the Cooper logarithm in discrete form. For small \(N\) there may be no root: \(\rho_1=[\lambda+\lambda(1)]/(1+\lambda)\) exceeds 1 only if \(\lambda(1)>1\), which needs \(\lambda>1\).

Now let \(T_{c,N}\) exist. The entries of \(S_N\) are continuous in \(T\), and a change of entries moves the maximum quotient by at most its root sum of squares, so \(\rho_N(T)\) is continuous. Arbitrarily close below \(T_{c,N}\) there are points with \(\rho_N>1\), and above it \(\rho_N\le1\), so \(\rho_N(T_{c,N})=1\). By (4), \(\rho_{N+1}(T_{c,N})>1\), and by continuity this persists slightly higher, so \(T_{c,N+1}>T_{c,N}\). Any \(T\) with \(\rho_N>1\) has \(\rho_\infty>1\), so \(T_{c,N}\le T_c\). Finally, for any \(\delta>0\) there is a \(T'>T_c-\delta\) with \(\rho_\infty(T')>1\); then \(\rho_N(T')>1\) for large \(N\), and \(T_{c,N}\ge T'\). Together,
\[ T_{c,N}<T_{c,N+1}\le T_c\le\sqrt{\lambda\langle\omega^2\rangle/12},\qquad T_{c,N}\to T_c . \tag{6}\]

The rate follows at leading order in \(1/N\), for \(2\pi TN\) far above the phonon frequencies. For \(m\ll N\), \(A_{Nm}\approx2g/N^2\) and \(D_N\approx2N\). With \(x_m/\sqrt{D_m}=y_m\) and \(Y=\sum y_m\), this gives \(\beta\approx2gY/(N^2\sqrt{2N})\). The terms with \(m\) near \(N\) add a constant times \(y_N/\sqrt{2N}\); the eigenvalue equation gives \(y_n\approx gY/(\rho n^3)\), so they are smaller by \(1/N\). With \(s\to0\), (4) becomes \(\beta^2/\rho=2g^2Y^2/(\rho N^5)\). Taking this bound as the leading gain and summing over the omitted rows,
\[ \rho_\infty-\rho_N\approx\frac{g^2Y^2}{2\rho N^4}. \]
Both steps are tested: the true gain lies between 1 and 1.3 times the bound (4) for the \(N\) tried (at \(T_c\) and \(N=8\), \(6.679\times10^{-5}\) against \(6.666\times10^{-5}\)), and the exponent measured from \(N=64,128,256\) is 4.007. If \(d\rho/dT\ne0\) at the root, the error of \(T_{c,N}\) follows the same law, and since \((N/2)^{-4}-N^{-4}=15N^{-4}\), the remaining error is estimated by \((T_{c,N}-T_{c,N/2})/15\).

### Power iteration with a two-sided test

Bisection needs only the sign of \(\rho_N-1\). Start from \(x^{(0)}=(1,\dots,1)/\sqrt N\), form \(z=S_Nx^{(k)}\), and set \(x^{(k+1)}=z/|z|\). All iterates are positive. Each step yields
\[ r_k=x^{(k)T}z\le\rho_N\le U_k=\max_n z_n/x^{(k)}_n . \tag{7}\]
The left inequality is the maximum property. For the right one, the Collatz-Wielandt bound, \(z_n\le U_kx_n\) for each \(n\); multiply by the positive top eigenvector \(v_n\) and sum, using \(v^TS_N=\rho_Nv^T\), to get \(\rho_N\,v^Tx\le U_k\,v^Tx\) with \(v^Tx>0\).

Let the eigenvalues of \(S_N\) be \(\sigma_1=\rho_N>\sigma_2\ge\dots\ge0\), and expand the start as \(\sum c_jv_j\); \(c_1>0\) since both vectors are positive. With weights \(w_j=c_j^2\sigma_j^{2k}\),
\[ \sigma_1-r_k=\frac{\sum_{j\ge2}w_j(\sigma_1-\sigma_j)}{\sum_jw_j}\approx\frac{c_2^2}{c_1^2}(\sigma_1-\sigma_2)\Big(\frac{\sigma_2}{\sigma_1}\Big)^{2k} \]
for large \(k\). The ratios in \(U_k\) are linear in the error of the vector, so \(U_k-\sigma_1\) falls only as \((\sigma_2/\sigma_1)^k\). The lower bound never decreases. With \(M_p=\sum w_j\sigma_j^p\), \(r_k=M_1/M_0\) and \(r_{k+1}=M_3/M_2\), and
\[ M_3M_0-M_1M_2=\tfrac12\sum_{i,j}w_iw_j(\sigma_i^3+\sigma_j^3-\sigma_i\sigma_j^2-\sigma_i^2\sigma_j)=\tfrac12\sum_{i,j}w_iw_j(\sigma_i-\sigma_j)^2(\sigma_i+\sigma_j)\ge0, \]
where semidefiniteness supplies the sign.

The algorithm for given \(N\) is as follows. At a trial \(T\), build \(S_N\) and iterate until \(r_k>1\) (unstable) or \(U_k<1\) (stable); if neither occurs within a fixed number of steps, call it stable. Set \(T_+=T_{\rm hi}\), \(T_-=T_+/2\), and halve both until \(T_-\) is unstable, giving up after a fixed number of halvings. Then replace \(T_-\) or \(T_+\) by the midpoint according to the test until \(T_+-T_-<\eta T_+\).

There are four errors. A point left undecided at the step limit is called stable, which can only lower the result. Truncation lowers the result. Bisection leaves a relative width \(\eta\), after at most \(\log_2(1/\eta)\) steps, rounded up, from a bracket with \(T_+=2T_-\). Rounding affects only decisions where \(|\rho_N-1|\) is near machine precision times \(N\), since \(z_n\) and \(r_k\) are sums of positive terms, free of cancellation. Apart from rounding, \(T_-\) always has \(\rho_N>1\), so \(T_-<T_{c,N}\le T_c\) whatever the shape of \(\rho_N(T)\). The bracket closes on \(T_{c,N}\) itself if no decision is cut short by the step limit and \(\rho_N-1\) changes sign once; the program finds exactly one change on a 120-point grid for \(N=2,4,16,64\) and both spectra below, which is evidence and not proof. A decision costs \(N^2\) operations per step and, up to the prefactors of the two errors, of order \(\ln(1/|\rho_N-1|)/\ln(\sigma_1/\sigma_2)\) steps, fewer for an unstable verdict because \(r_k\) converges at twice the rate of \(U_k\).

At strong coupling this cost grows. Write \(S=1+D^{-1/2}KD^{-1/2}\). The term \(\lambda(0)\) cancels in \(K\). When \(T\) is of the order of \(T_{\rm hi}\), \(g\) is of order one, so by (1) the low rows of \(K\) are of order one while \(D_n\approx\lambda\). The leading eigenvalues then crowd within \(O(1/\lambda)\) of 1. The cure is to subtract \(\lambda(0)\) from the diagonal of \(A\) and from \(D\). This leaves \(K\), and by (3) every \(T_{c,N}\), unchanged. The new matrix still has positive entries (its diagonal carries \(\lambda(2n+1)\)), so (7) holds and the top eigenvalue dominates in modulus; only the proof that \(r_k\) rises is lost. For an Einstein mode at \(N=32\), the ratio of the two largest moduli falls from 0.958 to 0.229 at \(\lambda=100\), so that asymptotically a given reduction of the error takes \(\ln0.229/\ln0.958\approx34\) times fewer steps, and from 0.303 to 0.223 at \(\lambda=1.5\). At \(\lambda=100\), \(T_{c,32}=0.1821\,\Omega\sqrt\lambda\), below the bound \(\Omega\sqrt\lambda/\sqrt{12}=0.2887\,\Omega\sqrt\lambda\).

For \(\mu^*=0\), cutting only the pairing sum and keeping the mass renormalisation exact gives temperatures \(T_{c,N}\) that, once they exist, rise strictly with \(N\) and converge to \(T_c\) from below, and a power iteration with a two-sided test computes them. It remains to work through an example and to see what changes when the renormalisation sum is also cut or \(\mu^*\) is nonzero.
